# Polar band-edge zero-point shift: static divergence, finite dynamic limit: verification in Python

```python
"""
Zero-point shift of a polar conduction-band minimum, second order, T = 0.
Result under test:
  static phonons:    shift = -alpha*hw*Z4*q_LO*L/(4 pi^3) + bounded part
  phonon energy kept: shift is finite, -alpha*hw in the continuum model
Symbols: hw LO phonon energy; alpha Froehlich constant; L = N*a mesh length;
q_LO = sqrt(2 m* hw)/hbar; Z4 = sum over nonzero integer vectors of 1/|n|^4.
Lattice model: band t*X, X = sum_i 4 sin^2(q_i a/2), t = hbar^2/(2 m* a^2),
coupling |g|^2 = A/(N^3 X), and w = hw/t.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import i0e, gamma

pi = np.pi

# ---------- input parameters (energies in eV, lengths in nm) ----------
mass_ratio, hw, eps_inf, eps_0, a = 0.2, 0.050, 5.0, 10.0, 0.4
screening = 1 / eps_inf - 1 / eps_0
mass = mass_ratio * const.m_e
e2_over_eps = const.e / const.epsilon_0 * 1e9            # eV nm
kinetic = const.hbar**2 / (2 * mass * const.e) * 1e18    # eV nm^2
t = kinetic / a**2
w = hw / t
q_LO = np.sqrt(hw / kinetic)
A = e2_over_eps * hw * screening / (2 * a)               # eV^2
alpha = (const.e**2 / (4 * pi * const.epsilon_0 * const.hbar) * screening
         * np.sqrt(mass / (2 * hw * const.e)))
polaron = alpha * hw

# ---------- origin of the two denominators: exact two-level model ----------
gap, omega, g, levels = 1.0, 0.4, 0.01, 12
b = np.diag(np.sqrt(np.arange(1, levels)), 1)
sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
H = (np.kron(np.diag([0.0, gap]), np.eye(levels))
     + omega * np.kron(np.eye(2), np.diag(np.arange(levels)))
     + g * np.kron(sigma_x, b + b.T))
quantum_shift = np.linalg.eigvalsh(H)[0]
x, weight = np.polynomial.hermite_e.hermegauss(30)
frozen_levels = (gap - np.sqrt(gap**2 + 4 * g**2 * x**2)) / 2
frozen_shift = np.sum(weight * frozen_levels) / np.sqrt(2 * pi)
# remaining difference is of fourth order in g
assert abs(quantum_shift / (-g**2 / (gap + omega)) - 1) < 1e-3
assert abs(frozen_shift / (-g**2 / gap) - 1) < 1e-3

# ---------- coupling from ionic motion (units e^2/eps_vac = hbar = 1) ------
m_ion = np.array([1.3, 2.9])
spring, born, e_inf, cell, q = 0.7, 1.6, 4.1, 2.2, 0.3
e_static = e_inf + born * (born / spring) / cell
pair = np.array([[1.0, -1.0], [-1.0, 1.0]])
dynamical = ((spring + born**2 / (e_inf * cell)) * pair
             / np.sqrt(np.outer(m_ion, m_ion)))
w2, modes = np.linalg.eigh(dynamical)
w_lo = np.sqrt(w2[-1])
u = modes[:, -1] / np.sqrt(m_ion) / np.sqrt(2 * w_lo)
g2_ions = (born * (u[0] - u[1]) / (cell * e_inf * q))**2
g2_formula = w_lo * (1 / e_inf - 1 / e_static) / (2 * cell * q**2)
assert abs(g2_ions / g2_formula - 1) < 1e-10

# ---------- continuum integral with the phonon energy kept ----------
prefactor = e2_over_eps * hw * screening / (4 * pi**2)


def radial(q_low, q_high):
    return -quad(lambda k: prefactor / (kinetic * k * k + hw),
                 q_low, q_high, epsabs=1e-13)[0]


inner = radial(0, q_LO)
continuum = inner + radial(q_LO, np.inf)
assert abs(continuum / -polaron - 1) < 1e-7
assert abs(inner / continuum - 0.5) < 1e-7
q_cut = 3 * q_LO
assert abs(radial(0, q_cut) / (-polaron * 2 / pi * np.arctan(3)) - 1) < 1e-7


# ---------- lattice constants from theta functions ----------
n = np.arange(-8, 9)


def theta(s, offset=0.0, sign=1):
    return np.sum(float(sign)**np.abs(n) * np.exp(-pi * (n + offset)**2 * s))


def lattice_zeta(s):
    """Regularized sum of 1/|n|^(2s) over nonzero integer vectors."""
    tail = quad(lambda v: (v**(s - 1) + v**(0.5 - s)) * (theta(v)**3 - 1),
                1, 30)[0]
    return pi**s / gamma(s) * (tail - 1 / s + 1 / (s - 1.5))


Z4 = lattice_zeta(2.0)
madelung = -lattice_zeta(1.0) / pi
part_1 = quad(lambda v: v * theta(v, 0.5)**3, 1, 40)[0]
part_2 = quad(lambda v: v**-1.5 * theta(v, 0.0, -1)**3, 1, np.inf)[0]
Z4_shifted = pi**2 * (part_1 + part_2)


# ---------- direct zone sums ----------
def shifts(N, offset=0.0):
    """Static and dynamic shifts in eV; q = 0 is left out if on the mesh."""
    c = 4 * np.sin(pi * (np.arange(N) + offset) / N)**2
    plane = c[:, None] + c[None, :]
    static = dynamic = 0.0
    for i, cx in enumerate(c):
        X = plane + cx
        if offset == 0 and i == 0:
            X[0, 0] = np.inf
        static += np.sum(1 / X**2)
        dynamic += np.sum(1 / (X * (X + w)))
    return -A / t * static / N**3, -A / t * dynamic / N**3


def green_difference(ww):
    """Zone average of 1/X - 1/(X+ww), from a Bessel-function integral."""
    v = np.linspace(-25, 60, 17001)
    s = np.exp(v)
    return np.sum(-np.expm1(-ww * s) * i0e(2 * s)**3 * s) * (v[1] - v[0])


limit = -A / t * green_difference(w) / w
meshes = [16, 32, 64, 128, 256]
table = {N: shifts(N) for N in meshes}
slope = (table[256][0] - table[128][0]) / 128
slope_formula = -polaron * Z4 * q_LO * a / (4 * pi**3)
assert abs(slope / slope_formula - 1) < 1e-3


def mesh_error(N):
    y = q_LO * a * N
    return polaron * (madelung / y - 4 * pi / y**3)


for N in (64, 128, 256):
    assert abs((table[N][1] - limit) / mesh_error(N) - 1) < 1e-3

# half-step shifted mesh: still linear growth, still a finite dynamic limit
sh128, sh256 = shifts(128, 0.5), shifts(256, 0.5)
slope_sh = (sh256[0] - sh128[0]) / 128
slope_sh_formula = -polaron * Z4_shifted * q_LO * a / (4 * pi**3)
assert abs(slope_sh / slope_sh_formula - 1) < 1e-3
assert abs((sh128[1] - limit) / (sh256[1] - limit) - 2) < 0.05

# accidental agreement of the static sum with the correct limit
scan = np.arange(24, 53, 2)
static_scan = np.array([shifts(N)[0] for N in scan])
crossing = np.interp(-limit, -static_scan, scan)
crossing_formula = 4 * pi**3 / (Z4 * q_LO * a)
assert static_scan[0] > limit > static_scan[-1]
assert abs(crossing - crossing_formula) < 1.0

# heavier ions at fixed dielectric constants: shift goes as sqrt(hw)
exponent = np.log(green_difference(4e-6) / green_difference(1e-6)) / np.log(4)
assert abs(exponent - 0.5) < 5e-3

# static integral with an artificial broadening
broadened = {}
for delta in (0.010, 0.001):
    d = delta / hw
    f = lambda z: z * z / (z**4 + d * d)
    integral = quad(f, 0, 1, limit=200)[0] + quad(f, 1, np.inf)[0]
    broadened[delta] = -polaron * 2 / pi * integral
    formula = -polaron * np.sqrt(hw / (2 * delta))
    assert abs(broadened[delta] / formula - 1) < 1e-6


# ---------- interband terms: one s and three p orbitals, t = 1 ----------
def four_orbital(N, p_gap=3.0, hop=1.5):
    k = 2 * pi * np.arange(N) / N
    K = np.stack(np.meshgrid(k, k, k, indexing="ij"), -1).reshape(-1, 3)[1:]
    X = np.sum(4 * np.sin(K / 2)**2, axis=1)
    h = np.zeros((len(K), 4, 4), complex)
    h[:, 0, 0] = X
    for j in range(3):
        h[:, j + 1, j + 1] = -p_gap
        h[:, 0, j + 1] = 1j * hop * np.sin(K[:, j])
        h[:, j + 1, 0] = -1j * hop * np.sin(K[:, j])
    energy, vec = np.linalg.eigh(h)
    terms = np.abs(vec[:, 0, :])**2 / (-energy) / X[:, None]
    return np.sum(terms[:, 3]) / N**3, np.sum(terms[:, :3]) / N**3


intra24, inter24 = four_orbital(24)
intra48, inter48 = four_orbital(48)
inverse_mass = 1 + 1.5**2 / 3.0
intra_slope = (intra48 - intra24) / 24
intra_formula = -Z4 / (16 * pi**4 * inverse_mass)
# finite-mesh terms of relative order 1/N^2 remain in the slope
assert abs(intra_slope / intra_formula - 1) < 1e-2
assert inter48 > 0 and abs(inter48 / inter24 - 1) < 1e-2


# acoustic zero-point weight 1/omega_q ~ 1/sqrt(X): bounded zone average
def acoustic_weight(N):
    c = 4 * np.sin(pi * np.arange(N) / N)**2
    X = c[:, None, None] + c[None, :, None] + c[None, None, :]
    X[0, 0, 0] = np.inf
    return np.mean(1 / np.sqrt(X))


ac64, ac128 = acoustic_weight(64), acoustic_weight(128)
assert abs(ac128 / ac64 - 1) < 1e-3

# ---------- printed results ----------
print(f"effective mass            {mass_ratio:.2f} electron masses")
print(f"LO phonon energy          {hw*1e3:.1f} meV")
print(f"eps_inf, eps_0            {eps_inf:.1f}, {eps_0:.1f}")
print(f"lattice constant a        {a:.2f} nm")
print(f"1/eps_inf - 1/eps_0       {screening:.3f}")
print(f"hopping t                 {t:.4f} eV")
print(f"w = hw/t                  {w:.5f}")
print(f"q_LO                      {q_LO:.4f} 1/nm")
print(f"q_LO*a                    {q_LO*a:.5f}")
print(f"coupling constant A       {A:.5f} eV^2")
print(f"alpha                     {alpha:.4f}")
print(f"-alpha*hw                 {-polaron*1e3:.3f} meV")
print(f"continuum by quadrature   {continuum*1e3:.3f} meV")
print(f"share from q < q_LO       {inner/continuum:.4f}")
print(f"Z4, unshifted mesh        {Z4:.5f}")
print(f"Z4, half-step shifted     {Z4_shifted:.5f}")
print(f"Z4/(4 pi^3)               {Z4/(4*pi**3):.5f}")
print(f"mesh-error constant       {madelung:.5f}")
print("N, q_LO*L, static, dynamic, dynamic minus mesh error (meV)")
for N in meshes:
    s_val, d_val = table[N]
    print(f"{N:4d} {q_LO*a*N:8.3f} {s_val*1e3:10.3f} {d_val*1e3:9.3f}"
          f" {(d_val-mesh_error(N))*1e3:9.3f}")
print(f"dynamic lattice limit     {limit*1e3:.3f} meV")
print(f"static slope, summed      {slope*1e3:.5f} meV per unit N")
print(f"static slope, formula     {slope_formula*1e3:.5f} meV per unit N")
print(f"shifted slope, summed     {slope_sh*1e3:.5f} meV per unit N")
print(f"shifted slope, formula    {slope_sh_formula*1e3:.5f} meV per unit N")
print(f"shifted dynamic, N=128    {sh128[1]*1e3:.3f} meV")
print(f"shifted dynamic, N=256    {sh256[1]*1e3:.3f} meV")
print(f"crossing N, summed        {crossing:.2f}")
print(f"crossing N, formula       {crossing_formula:.2f}")
for delta, value in broadened.items():
    print(f"static, delta={delta*1e3:4.1f} meV    {value*1e3:.3f} meV")
print(f"exponent of hw, small hw  {exponent:.4f}")
print(f"two-level dynamic/static  {quantum_shift/frozen_shift:.5f}")
print(f"four-orbital inverse mass {inverse_mass:.3f} (bare band = 1)")
print(f"intraband sum N=24, 48    {intra24:.5f}, {intra48:.5f} (t=1)")
print(f"intraband slope, formula  {intra_slope:.6f}, {intra_formula:.6f}")
print(f"interband sum N=24, 48    {inter24:.6f}, {inter48:.6f} (t=1)")
print(f"acoustic mean N=64, 128   {ac64:.6f}, {ac128:.6f} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
effective mass            0.20 electron masses
LO phonon energy          50.0 meV
eps_inf, eps_0            5.0, 10.0
lattice constant a        0.40 nm
1/eps_inf - 1/eps_0       0.100
hopping t                 1.1906 eV
w = hw/t                  0.04199
q_LO                      0.5123 1/nm
q_LO*a                    0.20493
coupling constant A       0.11309 eV^2
alpha                     0.7377
-alpha*hw                 -36.886 meV
continuum by quadrature   -36.886 meV
share from q < q_LO       0.5000
Z4, unshifted mesh        16.53232
Z4, half-step shifted     23.71430
Z4/(4 pi^3)               0.13330
mesh-error constant       2.83730
N, q_LO*L, static, dynamic, dynamic minus mesh error (meV)
  16    3.279    -17.185   -15.252   -34.021
  32    6.558    -33.352   -23.479   -37.795
  64   13.115    -65.618   -30.072   -37.846
 128   26.231   -130.115   -33.881   -37.846
 256   52.461   -259.092   -35.854   -37.846
dynamic lattice limit     -37.845 meV
static slope, summed      -1.00763 meV per unit N
static slope, formula     -1.00759 meV per unit N
shifted slope, summed     -1.44538 meV per unit N
shifted slope, formula    -1.44531 meV per unit N
shifted dynamic, N=128    -35.388 meV
shifted dynamic, N=256    -36.617 meV
crossing N, summed        36.45
crossing N, formula       36.61
static, delta=10.0 meV    -58.322 meV
static, delta= 1.0 meV    -184.429 meV
exponent of hw, small hw  0.5001
two-level dynamic/static  0.71459
four-orbital inverse mass 1.750 (bare band = 1)
intraband sum N=24, 48    -0.16660, -0.31238 (t=1)
intraband slope, formula  -0.006074, -0.006061
interband sum N=24, 48    0.003802, 0.003807 (t=1)
acoustic mean N=64, 128   0.455234, 0.455316 (no unit)
ALL CHECKS PASSED
```
